# Why silyl groups flatten amines: delocalisation against silyl–silyl repulsion

**Q.** Ammonia and simple alkylamines are pyramidal, but trisilylamine has a planar NSi₃ skeleton. I have heard two reasons. In one, the nitrogen lone pair leaks into antibonding orbitals on the silyl groups, which works best when nitrogen is planar. In the other, the silyl groups are positive and push each other apart. Which is right?

**A.** Both need to be turned into energies that change with shape. A large delocalisation energy does not flatten anything if the pyramid keeps it too, and neither does a large repulsion.

Tilt all three bonds at nitrogen out of the plane by the same angle $\tau$ and define

$$\Delta E(\tau)=E(\tau)-E(0).$$

A positive value means that the planar form is lower. Place nitrogen at the origin and let the bonds have azimuths $0^\circ,120^\circ,240^\circ$. Their unit vectors are

$$\mathbf u_k=(\cos\tau\cos\phi_k,\ \cos\tau\sin\phi_k,\ -\sin\tau).$$

Since $\cos120^\circ=-\tfrac12$, the angle $\beta$ between two bonds obeys

$$\cos\beta=-\tfrac12\cos^2\tau+\sin^2\tau=1-\tfrac32\cos^2\tau .$$

At $\tau=18^\circ$ this gives $\beta=110.9^\circ$, a typical amine pyramid.

**Q.** What is held fixed during the tilt?

**A.** All bond lengths are: N–H 1.00, N–C 1.45, N–Si 1.73, C–H 1.09 and Si–H 1.48 Å. The methyl and silyl groups keep tetrahedral angles. Each turns about its bond to nitrogen so that one of its hydrogens stays anti to one of the other two bonds at nitrogen. At $18^\circ$ the groups are then nearly staggered, whereas in the plane that hydrogen eclipses the remaining bond. The energies are restricted Hartree–Fock energies of free molecules in the 6-31G* basis, with density fitting. Electron correlation is left out at first.

**Q.** Does this level reproduce the flattening?

**A.** Yes. These are the values of $\Delta E(18^\circ)$:

| Molecule | $\Delta E$ (kJ/mol) |
|---|---:|
| NH₃ | −25.9 |
| H₂N–CH₃ | −24.7 |
| H₂N–SiH₃ | +0.7 |
| HN(SiH₃)₂ | +21.8 |
| N(SiH₃)₃ | +43.4 |

Trimethylamine, treated the same way, gives −40.1 kJ/mol, so three methyl groups keep the pyramid where three silyl groups do not. The third row matters most. Silylamine has one silyl group, so there is no second one to repel it. Yet that group moves $\Delta E$ by $0.72+25.92=26.6$ kJ/mol towards planarity relative to ammonia, whereas one methyl group moves it by 1.3 kJ/mol. These shifts are not converged in the basis: in def2-TZVP they become 21.6 and −0.7 kJ/mol, so the contrast holds but the digits do not. A large push towards the plane therefore arises with no silyl–silyl repulsion at all. One group does not complete the flattening at this level, however: silylamine has $\Delta E=-1.6$ kJ/mol at $9^\circ$ and about $-2$ kJ/mol at $13^\circ$, a very shallow pyramid. The sign of its value at $18^\circ$ is too close to zero to be trusted.

**Q.** Could repulsion still take over when there are two or three silyl groups?

**A.** Let $\Delta_k$ be the value with $k$ silyl groups. If each group acted independently, $\Delta_k$ would rise in equal steps. The departure from equal steps is the pair effect,

$$p=\Delta_2-2\Delta_1+\Delta_0=21.79-2(0.72)-25.92=-5.6\ \text{kJ/mol}.$$

The corresponding three-group effect is

$$t=\Delta_3-3\Delta_2+3\Delta_1-\Delta_0=+6.2\ \text{kJ/mol}.$$

With $a=\Delta_1-\Delta_0$, these definitions give $\Delta_3-\Delta_0=3a+3p+t$. In numbers, $79.9-16.7+6.2=69.4$ kJ/mol. In this basis the groups acting singly account for more than the whole shift, and their cooperation takes away 10.6 kJ/mol; with frozen-core second-order Møller–Plesset correlation it takes away 15.9 kJ/mol. The separate values of $p$ and $t$ depend on the conformer chosen for disilylamine: setting both silyl hydrogens anti to N–Si or both anti to N–H gives $\Delta_2=20.5$ or $17.9$ kJ/mol and $p=-6.9$ or $-9.5$ kJ/mol. The sum $3p+t=\Delta_3-3\Delta_1+2\Delta_0$ does not contain $\Delta_2$. None of these counting values has been converged in the basis.

**Q.** So silyl–silyl repulsion is negligible?

**A.** That does not follow, because each silyl group replaces a hydrogen that may also be positive. Suppose the substituents carry fixed charges $q_S$ and $q_H$. Let $k_{ij}$ be the rise in $1/(4\pi\varepsilon_0d_{ij})$ on tilting. The electrostatic parts of $\Delta_0,\Delta_1,\Delta_2$ are then

$$V_0=3q_H^2k_{HH},$$
$$V_1=q_H^2k_{HH}+2q_Sq_Hk_{SH},$$
$$V_2=2q_Sq_Hk_{SH}+q_S^2k_{SS}.$$

Collecting terms,

$$V_2-2V_1+V_0=q_S^2k_{SS}-2q_Sq_Hk_{SH}+q_H^2k_{HH}.$$

The pair effect thus measures silyl–silyl repulsion against the repulsions it replaces. It can be small when each of them is not. It also contains steric effects and any competition between silyl groups for the same lone pair. In this basis the counting shows that no net cooperative push between silyl groups is needed, but it does not isolate their repulsion.

**Q.** Then estimate the repulsion directly.

**A.** Start with three equal charges $q$ at the silicon positions. The distance between two of them follows from the cosine rule:

$$d^2=2r^2(1-\cos\beta)=3r^2\cos^2\tau,\qquad d=\sqrt3\,r\cos\tau .$$

There are three pairs, so

$$U(\tau)=\frac{3q^2}{4\pi\varepsilon_0d}=\frac{\sqrt3\,q^2}{4\pi\varepsilon_0r\cos\tau}.$$

For constant charge,

$$U(\tau)-U(0)=U(0)\left(\frac1{\cos\tau}-1\right)\simeq\tfrac12U(0)\tau^2,$$

with $\tau$ in radians in the last form, which holds for small tilt.

The charge depends on how the electrons are shared out. A Mulliken division of planar trisilylamine gives $q=0.382e$ per silyl group, and a Löwdin division gives $0.253e$. The corresponding $U(0)$ are 203 and 89 kJ/mol, and the rises at $18^\circ$ are 10.5 and 4.6 kJ/mol. The quadratic form gives 10.0 and 4.4 kJ/mol, so it is adequate here.

**Q.** That has the right sign, at least.

**A.** It has it only while the charges stay constant. If they change with shape,

$$\frac{U(\tau)}{U(0)}=\left[\frac{q(\tau)}{q(0)}\right]^2\frac1{\cos\tau},$$

and the repulsion rises only if $q(\tau)/q(0)>\sqrt{\cos\tau}$. At $18^\circ$ the threshold is 0.975. The computed ratios are $0.361/0.382=0.945$ (Mulliken) and $0.244/0.253=0.964$ (Löwdin). Both lie below it. With the computed charges, the point-charge repulsion therefore falls on pyramidalisation, by about 12 and 2 kJ/mol respectively. In this model the loss of charge outweighs the approach of the groups.

**Q.** A silyl group is hardly a point. What do the full charge clouds say?

**A.** Divide the total charge density, nuclei included, into $\rho_N$ and three silyl parts. For two different parts the Coulomb energy is

$$W_{AB}=\frac1{4\pi\varepsilon_0}\iint\frac{\rho_A(\mathbf r_1)\rho_B(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1d^3r_2 .$$

Both divisions share each product of two basis functions equally between the groups that own them. Mulliken's does this with the original atomic functions, and Löwdin's with symmetrically orthogonalised ones. Along the scan of trisilylamine the changes from planar, in kJ/mol, are:

| Division | $\tau$ | Silyl–silyl | N–silyl |
|---|---:|---:|---:|
| Mulliken | 9° | +12.2 | +39.7 |
| Mulliken | 18° | +50.5 | +127.9 |
| Löwdin | 9° | +32.6 | +22.3 |
| Löwdin | 18° | +98.7 | +49.0 |

The silyl–silyl energy does rise, and in both divisions that favours the plane. Two features limit what can be made of it. First, the rise is far larger than the point-charge value, and the net charges fall meanwhile. It must therefore come from the shapes and extents of the clouds, as the division defines them, and not from net positive charge. Secondly, its size changes from one division to the other by a factor of 2.7 at $9^\circ$ and 2.0 at $18^\circ$. The planar silyl–silyl energy itself is 455 kJ/mol in one and 20 kJ/mol in the other.

**Q.** Fifty kilojoules per mole is more than the whole $\Delta E$ of 43. Does that make electrostatics the winner?

**A.** No, because these terms are not shares of $\Delta E$. The Hartree–Fock energy consists of kinetic energy, exchange energy and the classical Coulomb energy. The Coulomb terms between groups in the table add up to $50.5+127.9=178.4$ kJ/mol for Mulliken and $147.6$ kJ/mol for Löwdin. Everything else, namely kinetic energy, exchange and Coulomb energy within groups, must then change by

$$43.4-178.4=-135.0\quad\text{or}\quad43.4-147.6=-104.2\ \text{kJ/mol}.$$

Picking one large term out of such a cancellation does not identify a cause.

**Q.** Let us turn to the lone pair. Which antibonds can it enter?

**A.** Symmetry answers part of this for the planar molecule. Reflection in the nitrogen plane changes the sign of the lone pair $p_z$. An N–Si antibond lying in that plane does not change sign, so the two cannot mix. Each silyl group has one Si–H bond in the plane and two placed symmetrically above and below it. The difference of the two out-of-plane Si–H antibonds does change sign, and it can accept the lone pair.

**Q.** How do you switch that mixing off to find its energy?

**A.** Require the occupied space to contain one valence function $n$ built from nitrogen basis functions alone. The nitrogen core function is projected out of the candidates, since otherwise the 1s core would satisfy the condition trivially. All other occupied orbitals are free, and the energy is minimised under this condition.

Use an orthonormal basis and let $P$ be the projector on the occupied orbitals, each holding two electrons. A small change gives $\delta E=2\,\mathrm{Tr}(F\,\delta P)$, where $F$ is the Fock matrix. Write $P=P_B+nn^{\mathsf T}$, with $n$ normalised and $P_Bn=0$.

First hold $n$ fixed. The other orbitals must lie in its complement, and $\delta E$ vanishes when $F$ does not couple occupied to empty orbitals there. Eigenvectors of

$$(1-nn^{\mathsf T})F(1-nn^{\mathsf T})$$

meet this condition, and the lowest ones in the complement are filled.

Next hold $P_B$ fixed and vary $n=\chi c$, where the columns of $\chi$ are the allowed nitrogen functions. Only the part outside $P_B$ enlarges the occupied space, so set $T=(1-P_B)\chi$. The quantity to make stationary is

$$\frac{c^{\mathsf T}T^{\mathsf T}FTc}{c^{\mathsf T}T^{\mathsf T}Tc}.$$

Setting its derivative with respect to $c$ to zero gives

$$T^{\mathsf T}FTc=\epsilon\,T^{\mathsf T}Tc .$$

A general first-order change is the sum of these two kinds, so a state satisfying both conditions with its own $F$ is stationary. Call its energy $E_{\rm loc}$ and define $E_{\rm del}=E_{\rm loc}-E$. Writing $E=E_{\rm loc}-E_{\rm del}$ at both shapes and subtracting gives

$$\Delta E(\tau)=\Delta E_{\rm loc}(\tau)+\left[E_{\rm del}(0)-E_{\rm del}(\tau)\right].$$

The bracket is the planarising work of delocalisation.

**Q.** Is there a case where the answer is known beforehand?

**A.** Planar ammonia is one. In this basis hydrogen has s functions only, and these do not change sign on reflection. The $p_z$ lone pair has nowhere to go, so $E_{\rm del}$ must vanish. The calculation gives zero to within 0.01 kJ/mol. Pyramidal ammonia gives 2.1 kJ/mol, so the definition returns a nonzero value even with hydrogens alone. That background grows with the basis: with p functions on hydrogen (6-31G**), planar ammonia already gives 12.9 kJ/mol.

**Q.** And what does it say about silyl against methyl?

**A.** Compare the molecules with one substituent, in kJ/mol:

| | $E_{\rm del}(0)$ | $E_{\rm del}(18^\circ)$ | Bracket | $\Delta E_{\rm loc}$ |
|---|---:|---:|---:|---:|
| NH₃ | 0.0 | 2.1 | −2.1 | −23.9 |
| H₂N–CH₃ | 24.5 | 18.2 | +6.3 | −31.0 |
| H₂N–SiH₃ | 35.9 | 28.2 | +7.7 | −7.0 |

In this basis silyl accepts the lone pair more strongly than methyl does, and most of the excess comes with the d functions: with these removed from silicon and carbon, the planar values fall to 20.4 and 18.6 kJ/mol. Silylamine keeps most of its stabilisation in the pyramid, so the planarising work is only 1.4 kJ/mol greater.

The weight given to delocalisation depends on the reference. Relative to ammonia, it supplies $7.7+2.1=9.8$ of the 26.6 kJ/mol shift, or about 37%. Relative to methylamine, it supplies 1.4 of 25.4 kJ/mol, or about 5%, a share so small that its sign depends on the basis. By this measure, delocalisation helps to flatten silylamine but hardly explains why silyl differs from methyl.

**Q.** I expected you to use trisilylamine for this comparison.

**A.** There the constraint stops describing a lone pair. One can see this from the weight of $n$ on nitrogen $p_z$ functions. For a reference value, take three equivalent sp hybrids pointing along the bonds, each with s share $s$. Their orthogonality requires

$$s+(1-s)\cos\beta=0,\qquad s=\frac{-\cos\beta}{1-\cos\beta}=\frac{0.357}{1.357}=0.263 .$$

The lone pair receives the remaining s share, $1-3s=0.21$, and so has p weight 0.79. The constrained functions at $18^\circ$ have $p_z$ weights of 0.71 in ammonia, 0.66 in methylamine and 0.69 in silylamine. These are recognisable lone pairs. The weight drops to 0.54 in disilylamine and 0.12 in trisilylamine.

In the last case the calculation has settled on a different nitrogen function, which is no longer the lone pair. The formal bracket of 11.4 kJ/mol for trisilylamine at $18^\circ$ is therefore not the work of lone-pair delocalisation. Nor can the remaining 32.1 kJ/mol be called the preference with delocalisation switched off. At $9^\circ$ the bracket is 4.0 of 9.2 kJ/mol, but the character of $n$ there was not recorded, so I would not lean on that value either.

**Q.** Does the planar trisilylamine calculation still tell us where the lone pair goes?

**A.** Yes, since $n$ is a $p_z$ function there, with weight above 0.9. Subtract the constrained density from the free one and diagonalise the difference. If delocalisation turns $n$ into $n\cos\theta+v\sin\theta$, with $v$ the empty acceptor, the eigenvalues are $\pm2\sin\theta$, and the leading eigenvector is a nearly equal mixture of $n$ and $v$. The computed eigenvalue of 0.257 gives $\sin\theta=0.129$, so the acceptor receives only $2\sin^2\theta=0.033$ electrons. The leading eigenvector has Löwdin weights of 0.37 on silicon s and p functions, 0.32 on silicon d functions, 0.10 on hydrogen and 0.21 on nitrogen. Removing its part in the constrained occupied space leaves $v$, with weights 0.45, 0.35, 0.14 and 0.06 in the same order. The acceptor is thus mainly centred on silicon. Silicon s functions do not change sign on reflection in the plane, so they cannot mix with the lone pair and the s and p share is all p. The presence of p and hydrogen weight fits Si–H antibonds, but weights carry no phases and do not prove antibonding character. The d weight does not show that silicon has a separate low-lying d orbital either, because d functions also let other orbitals change shape.

**Q.** If delocalisation is a modest part and silyl–silyl repulsion is absent in silylamine, what does the rest?

**A.** The rest sits in $\Delta E_{\rm loc}$, which is 24.0 kJ/mol more favourable to the plane in silylamine than in methylamine. My conjecture is that the polar N–Si bond matters most: silicon gives up σ electrons easily, and nitrogen then gains less by putting s character into its lone pair. Repulsion between silyl and the N–H hydrogens, and the different sizes and bond lengths of the groups, are also in this number. The calculation does not separate them.

**Q.** How far would you trust these numbers for real molecules?

**A.** The planar skeleton of real trisilylamine agrees with the positive $\Delta E$, and the chosen N–Si length is close to typical. Adding second-order Møller–Plesset correlation lowers its $\Delta E(18^\circ)$ from 43.4 to 33.8 kJ/mol with all electrons correlated (33.6 with frozen cores), so the preference survives. These are 6-31G* values, and their basis convergence is not established. For silylamine the correction is under 1 kJ/mol: with frozen cores the value is +1.1 kJ/mol in 6-31G* and +0.3 kJ/mol in def2-TZVP, still too close to zero to fix the sign. The shift by one silyl group relative to ammonia is then 24 and 19 kJ/mol in the two bases. Real molecules also adjust their bond lengths and silyl angles as they bend. That effect was not sized, so these energies should not be read as measured bending energies or inversion barriers.

The delocalisation energies carry a further condition. They depend on which functions count as nitrogen's. Adding diffuse functions on nitrogen (6-31+G*) lowers the planar $E_{\rm del}$ of silylamine from 35.9 to 32.7 kJ/mol but raises that of methylamine from 24.5 to 29.8 kJ/mol. The brackets become 7.9 and 8.5 kJ/mol, so the silyl excess of 1.4 kJ/mol turns into a deficit of 0.6 kJ/mol. The 37% and 5% belong to this basis and this definition. The shift towards the plane caused by a single silyl group needs no such division, though it still belongs to the fixed bond lengths and the level of theory used. The numerical output below gives the remaining digits.

## Numbers as computed

```
Inputs: N-H 1.00, N-C 1.45, N-Si 1.73, C-H 1.09, Si-H 1.48 angstrom
Bond angle at N for tilt 18 deg: 110.90 deg
Energies in kJ/mol; dE = E(18 deg) - E(0); loc = no delocalisation
molecule    dE      dE_loc  E_del(0)  E_del(18)  n p-weight(18)
NH3         -25.92  -23.86    -0.00      2.06      0.710
H2N-SiH3      0.72   -7.01    35.94     28.21      0.685
HN(SiH3)2    21.79   11.47    59.36     49.04      0.539
N(SiH3)3     43.43   32.06    73.88     62.51      0.123
H2N-CH3     -24.67  -31.01    24.51     18.17      0.660
Smallest energy rise in random trials: 17.6355 kJ/mol
Counting silyl groups (kJ/mol): one-group, pair, triple effect on dE
  full     26.64    -5.57     6.15 ; total shift from NH3    69.35
  loc      16.85     1.62     0.50 ; total shift from NH3    55.92
N(SiH3)3 scan (kJ/mol): tilt/deg, dE, dE_loc, E_del(0)-E_del(t)
     0     0.00     0.00    -0.00
     9     9.22     5.25     3.97
    18    43.43    32.06    11.37
Group Coulomb energies of N(SiH3)3, change from planar (kJ/mol)
scheme    tilt/deg  q(SiH3)/e  silyl-silyl  N-silyl
  Mulliken planar values: silyl-silyl 455.3, N-silyl -3121.1 kJ/mol
Mulliken      0       0.382        0.00       0.00
Mulliken      9       0.376       12.23      39.71
Mulliken     18       0.361       50.52     127.90
  Loewdin planar values: silyl-silyl 19.5, N-silyl -459.8 kJ/mol
Loewdin       0       0.253        0.00       0.00
Loewdin       9       0.250       32.56      22.26
Loewdin      18       0.244       98.65      48.98
Point charges, Mulliken q: U(0) 203.35, rise 10.46, quadratic 10.04 kJ/mol
Point charges, Loewdin q: U(0) 89.20, rise 4.59, quadratic 4.40 kJ/mol
Leading gain orbital on delocalisation: 0.2573 electrons
  its Loewdin weights: N 0.209, Si s,p 0.368, Si d 0.319, H 0.104
MP2 correction to dE of N(SiH3)3: -9.68 kJ/mol; dE(MP2) 33.75 kJ/mol
```
